# Low-temperature Fermi level of partly compensated donors

A semiconductor contains $N_D$ identical donors and $N_A<N_D$ acceptors per unit volume. A donor has one bound level $E_D$, which may be empty or hold one electron of either spin. A second electron on the same donor, excited bound states and interactions between donors are left out until part (h). The acceptor levels lie far below $E_D$, so every acceptor has taken an electron and is negatively charged. The gap is wide enough for holes to be ignored.

Energies are measured from the conduction-band edge, so $E_D=-E_d$, where $E_d>0$ is the donor depth. The Fermi level is $\mu$, the free-electron density is $n$, and the compensation is $K=N_A/N_D$. The abbreviation

$$x=\frac{\mu-E_D}{kT}$$

is used throughout. The crystal is in thermal equilibrium and locally neutral.

## (a) Donor occupation

**Question.** Find the density $N_D^+$ of ionised donors as a function of $x$.

**Answer.** A donor exchanges electrons with the rest of the crystal, so a state with energy $E$ and electron number $N$ has statistical weight $e^{-(E-\mu N)/kT}$. The empty donor has weight 1. Each of the two occupied states, spin up and spin down, has weight $e^{(\mu-E_D)/kT}=e^x$. The donor is ionised when it is empty, which has probability $1/(1+e^x+e^x)$. Hence

$$N_D^+=\frac{N_D}{1+2e^{x}} .$$

The factor 2 counts spin states. At $\mu=E_D$ all three states are equally likely, so one third of the donors are ionised, not one half.

## (b) The Fermi level in freeze-out

**Question.** Write down the neutrality condition and find $\mu$ at temperatures so low that few electrons are free. State the conditions for the result.

**Answer.** The positive charges are the ionised donors. The negative charges are the free electrons and the ionised acceptors:

$$n+N_A=\frac{N_D}{1+2e^x}.$$

Inverting both sides gives $1+2e^x=N_D/(N_A+n)$. Subtracting 1 and dividing by 2,

$$e^x=\frac{N_D-N_A-n}{2(N_A+n)} .\qquad (1)$$

No approximation has been made within the model. If $n\ll N_A$ and $n\ll N_D-N_A$, then $n$ may be dropped in both places. Taking the logarithm gives

$$\mu=E_D+kT\ln\frac{N_D-N_A}{2N_A}=E_D+kT\ln\frac{1-K}{2K}.\qquad (2)$$

To see when $n$ is small enough, we need its value. For a parabolic band of mass $m$, the density of states including spin is

$$g(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt E .$$

When $\mu$ lies several $kT$ below the band edge, the occupation is $e^{(\mu-E)/kT}$. With $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$n=N_c\,e^{\mu/kT},\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

Since $\mu=-E_d+kTx$, this is

$$n=n_0e^x,\qquad n_0=N_c\,e^{-E_d/kT}.$$

Inserting (2) gives $n\approx n_0(1-K)/(2K)$. The two conditions become

$$n_0\ll\frac{2K^2}{1-K}N_D,\qquad n_0\ll 2KN_D .$$

For any fixed $K$ between 0 and 1, both hold at low enough temperature, because the exponential in $n_0$ outweighs the factor $T^{3/2}$ in $N_c$.

## (c) A level that does not move

**Question.** For which compensation does the freeze-out result give a Fermi level independent of temperature, and where does that level lie? What happens at other compensations?

**Answer.** At fixed $K$, equation (2) is a straight line in $T$ with slope $k\ln[(1-K)/(2K)]$. The slope vanishes when the argument of the logarithm is 1:

$$1-K=2K\quad\Longrightarrow\quad K=\tfrac13,\qquad N_A=\tfrac13N_D .$$

Then $\mu=E_D$ throughout the range where (2) applies. No other $K$ has this property, because $(1-K)/(2K)$ falls steadily as $K$ grows and so passes through 1 once.

For $K<\tfrac13$ the Fermi level lies above $E_D$, and for $K>\tfrac13$ it lies below. In every case with $0<K<1$ it tends to $E_D$ as $T\to0$. What distinguishes $K=\tfrac13$ is therefore not the limit but the absence of a term linear in $T$.

At 30 K, where $kT=2.585$ meV, the displacements are

- $K=0.1$: $2.585\ln4.5=+3.888$ meV;
- $K=0.5$: $2.585\ln0.5=-1.792$ meV;
- $K=0.9$: $2.585\ln(0.1/1.8)=-7.472$ meV.

## (d) The same result by counting

**Question.** Derive (2) by counting arrangements of electrons on donors, and explain why temperature drops out at the special compensation.

**Answer.** In freeze-out the number of electrons on the donors is fixed. Each acceptor has removed one, and almost none are in the band. Let $M$ donors hold $N$ electrons. The occupied donors can be chosen in $\binom MN$ ways, and each electron has two spin directions:

$$W=\binom MN2^N .$$

All these arrangements have the same energy $NE_D$, so the free energy is $F=NE_D-kT\ln W$. For large numbers, Stirling's formula gives

$$\ln W\approx M\ln M-N\ln N-(M-N)\ln(M-N)+N\ln2 .$$

Differentiating with respect to $N$, the constants $-1$ and $+1$ from the second and third terms cancel:

$$\frac{d\ln W}{dN}=-\ln N+\ln(M-N)+\ln2=\ln\frac{2(M-N)}{N}.$$

The Fermi level is the free energy needed to add one electron:

$$\mu=\frac{dF}{dN}=E_D-kT\frac{d\ln W}{dN}=E_D+kT\ln\frac{N}{2(M-N)} .$$

The ratio of occupied to empty donors is $N/(M-N)=(N_D-N_A)/N_A$, which reproduces (2).

Adding an electron thus costs the energy $E_D$ less $T$ times the entropy gained. The entropy gain is zero where $W$ is greatest, at $N=2(M-N)$, or $N=\tfrac23M$. This is a maximum because the second derivative, $-1/N-1/(M-N)$, is negative. With one third of the donors emptied by acceptors, an extra electron neither gains nor loses entropy. Only its energy remains, and that does not depend on $T$.

Nine donors already show the maximum. For 5, 6 and 7 electrons,

$$W=126\cdot2^5=4032,\qquad 84\cdot2^6=5376,\qquad 36\cdot2^7=4608 .$$

The largest number belongs to six electrons and three empty donors.

If the level had $g$ one-electron states instead of two, the 2 in (2) would become $g$, and the special compensation would follow from $1-K=gK$, so $K=1/(1+g)$. Without spin degeneracy, $g=1$, it would be one half.

## (e) Is the coincidence exact?

**Question.** For $N_A=N_D/3$, keep the free electrons. Find the sign of $\mu-E_D$, its leading value at low temperature, and its behaviour when the donors are nearly all ionised.

**Answer.** Setting $N_D=3N_A$ in (1) and dividing numerator and denominator by $2N_A$,

$$e^x=\frac{2N_A-n}{2(N_A+n)}=\frac{1-n/(2N_A)}{1+n/N_A}.\qquad (3)$$

At any $T>0$ there are some free electrons. The numerator is then below 1 and the denominator above 1, so $x<0$. The Fermi level lies strictly below the donor level, and the coincidence found in (c) is a leading-order result, not an identity. The physical reason is that electrons in the band have left the donors, whose filling is then slightly less than two thirds.

For $n\ll N_A$, we expand the logarithm of (3) with $\ln(1+u)\approx u$:

$$x\approx-\frac{n}{2N_A}-\frac{n}{N_A}=-\frac{3n}{2N_A}.$$

Since $n=n_0e^x$ and $x$ is small, $n$ may be replaced by $n_0$ at this order. Therefore

$$\mu-E_D\approx-\frac32\,kT\,\frac{N_c}{N_A}\,e^{-E_d/kT}.\qquad (4)$$

The offset vanishes exponentially on cooling, whereas the displacement at any other fixed $K$ vanishes only linearly.

For higher temperatures, put $e^x=n/n_0$ in (3) and multiply out:

$$2n(N_A+n)=n_0(2N_A-n).$$

Collecting terms and dividing by 2,

$$n^2+\left(N_A+\frac{n_0}{2}\right)n-N_An_0=0 .$$

The product of the roots is negative, so one root is positive, and that is the density:

$$n=\frac12\left[-\left(N_A+\frac{n_0}{2}\right)+\sqrt{\left(N_A+\frac{n_0}{2}\right)^2+4N_An_0}\,\right].$$

When $n_0\gg N_A$, the terms proportional to $n_0$ dominate the quadratic and give $n\to2N_A=N_D-N_A$. All donor electrons not taken by acceptors are then free, and

$$\mu\approx kT\ln\frac{2N_A}{N_c}.$$

In this regime $\mu$ falls well below $E_D$. These formulas still require a nondegenerate band, $n\ll N_c$.

## (f) Numbers for a power-device layer

**Question.** Take $m=0.28\,m_e$, $E_d=40$ meV, $N_D=3\times10^{16}$ cm$^{-3}$ and $N_A=1\times10^{16}$ cm$^{-3}$. Evaluate the offset at 50 K. Up to what temperature is it below 1% of $kT$?

**Answer.** At 50 K, $kT=4.309$ meV and $N_c=2.530\times10^{17}$ cm$^{-3}$. Then

$$n_0=2.530\times10^{17}\,e^{-40/4.309}=2.35\times10^{13}\ \text{cm}^{-3},\qquad \frac{n_0}{N_A}=2.35\times10^{-3}.$$

Equation (4) gives

$$\mu-E_D\approx-1.5\times4.309\times2.35\times10^{-3}=-0.0152\ \text{meV}.$$

A numerical solution of neutrality with the full Fermi–Dirac band integral gives $-0.0151$ meV. Its values at several temperatures are

| $T$ (K) | $n$ (cm$^{-3}$) | $\mu-E_D$ (meV) |
|---|---|---|
| 30 | $2.24\times10^{10}$ | $-8.7\times10^{-6}$ |
| 50 | $2.34\times10^{13}$ | $-0.0151$ |
| 77 | $1.00\times10^{15}$ | $-0.977$ |
| 300 | $1.86\times10^{16}$ | $-96.8$ |

The offset reaches 1% of $kT$ at 55.4 K. At 77 K it is already about 15% of $kT$, since $n$ is then a tenth of $N_A$. The boundary depends strongly on the donor depth: with the other parameters held fixed, it moves to 43.4 K for 30 meV and to 66.9 K for 50 meV. A mass larger by 10%, at fixed depth, moves it only to 54.6 K. These figures belong to the one-level model; part (h) gives the change when excited donor states are counted.

At 300 K the ionised fraction is $(1.00+1.86)/3.00$, or about 95%. The Fermi level is 136.8 meV below the band edge. The limiting formula of part (e), with $N_c=3.718\times10^{18}$ cm$^{-3}$, gives $25.85\ln(2\times10^{16}/3.718\times10^{18})\approx-135$ meV. The remaining difference comes mainly from the roughly 5% of donors that are still neutral. Band degeneracy shifts $\mu$ by only $+0.04$ meV.

## (g) No acceptors at all

**Question.** Find the low-temperature Fermi level for $N_A=0$ and explain why it is not the limit $K\to0$ of (2).

**Answer.** Each free electron now comes from an ionised donor, so $n=N_D^+$. Few donors are ionised at low temperature, which means $e^x\gg1$ and $N_D^+\approx N_De^{-x}/2$. Equating this to $n=n_0e^x$,

$$e^{2x}=\frac{N_D}{2n_0}=\frac{N_D}{2N_c}e^{E_d/kT}
\quad\Longrightarrow\quad
x=\frac{E_d}{2kT}+\frac12\ln\frac{N_D}{2N_c}.$$

With $\mu=-E_d+kTx$,

$$\mu=-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{2N_c}.$$

The level now starts midway between the donor level and the band edge. For the donors of part (f) at 20 K it is at $-21.25$ meV, well above $E_D=-40$ meV.

Equation (2) required $n\ll N_A$, which cannot hold when $N_A=0$. With a small but nonzero $K$, the first condition in (b) shows that (2) takes over only once $n_0$ is well below about $2K^2N_D$. The fewer the acceptors, the colder the crystal must be. The limits $K\to0$ and $T\to0$ therefore cannot be exchanged.

## (h) Unequal donor levels and the real layer

**Question.** Charged donors and acceptors shift one another's levels. As a crude model, let the donor energies be independent and Gaussian, with mean $E_D$ and standard deviation $\sigma$. For $K=\tfrac13$ and negligible $n$, find $\mu$ for $\sigma\ll kT$ and for $kT\ll\sigma$. Estimate $\sigma$ for relative permittivity 10 and judge the result of (c).

**Answer.** Let $f(x)=1/(1+2e^x)$ be the ionised fraction at one level. Its derivatives are

$$f'=-\frac{2e^x}{(1+2e^x)^2},\qquad f''=\frac{4e^{2x}-2e^x}{(1+2e^x)^3},$$

so $f(0)=\tfrac13$, $f'(0)=-\tfrac29$ and $f''(0)=\tfrac2{27}$. A donor displaced by $\delta$ has argument $x-\delta/kT$. The average of $\delta$ is zero and that of $\delta^2$ is $\sigma^2$. Neutrality requires the mean ionised fraction to be $\tfrac13$:

$$\frac13-\frac29x+\frac12\cdot\frac2{27}\frac{\sigma^2}{(kT)^2}=\frac13
\quad\Longrightarrow\quad \mu-E_D\approx\frac{\sigma^2}{6kT}\qquad(\sigma\ll kT).$$

In the opposite limit, write the ionisation probability of a donor at energy $E$ as $1/(1+e^{(\mu+kT\ln2-E)/kT})$. On the scale of $\sigma$ this is a sharp step: donors above $\mu+kT\ln2$ are empty. One third must be empty, and one third of a Gaussian lies more than $0.431\sigma$ above its mean. Hence

$$\mu\approx E_D+0.431\,\sigma-kT\ln2\qquad(kT\ll\sigma).$$

A natural scale for $\sigma$ is the Coulomb energy at the mean donor spacing $N_D^{-1/3}\approx32$ nm:

$$\sigma\approx\frac{e^2N_D^{1/3}}{4\pi\varepsilon}\approx4.5\ \text{meV}.$$

This is close to $kT$ at 50 K, so neither limit is accurate there. Numerical averaging gives shifts of $+0.65$ meV at 50 K, $+0.92$ meV at 30 K and $+1.44$ meV at 10 K, tending to $+1.93$ meV at zero temperature. The shift at 50 K is about 40 times the free-electron offset and has the opposite sign. The coincidence $\mu=E_D$ is thus a property of the sharp-level model. With independent Gaussian levels $\mu$ drifts with temperature, and at 10 K its displacement from $E_D$ exceeds $kT$. In a real layer the level shifts are correlated with the charges around them, and close neighbours can make the spread larger than the estimate from the mean spacing. The true displacement may therefore be several times larger, and its temperature dependence may differ from that of this crude model.

At 50 K two other omissions are smaller. The eight hydrogenic $n=2$ states, $\tfrac34E_d$ above the ground level, replace the factor 2 by $2+8e^{-3E_d/4kT}$. This shifts $\mu$ by $-0.016$ meV at 50 K, as much as the free electrons do. Counting the eighteen $n=3$ states as well, whose radius of about 17 nm is still below the donor spacing, brings the shift to $-0.026$ meV. Counted in this simple way, the $n=2$ states alone lower the 1% temperature of part (f) from 55.4 K to about 52 K, and at 300 K they reduce the ionised fraction from 95% to about 91% and lower $\mu$ by about 2 meV. A second bound electron, with an assumed binding energy of $0.055E_d$, contributes about $-0.001$ meV.

The parameters are rough typical values for a lightly doped drift layer of beta gallium oxide, whose single, nearly isotropic conduction-band minimum leaves spin as the donor degeneracy. The compensation of one third is chosen for the exercise; real values vary between samples. A hydrogenic donor with this mass and permittivity would have a depth of 38 meV and a radius $a=1.9$ nm, consistent with the chosen depth. The Mott estimate $(0.25/a)^3=2.3\times10^{18}$ cm$^{-3}$ is far above $N_D$, so treating the donors as separate is reasonable. In freeze-out, the assumption that fails most clearly is that of equal levels; the shifts found above illustrate the effect but do not predict its size in a real layer.

Two features of device use also limit the result. At 300 K freeze-out is over, as part (f) shows. In a field $F$, the electron's potential energy $-C/r-eFr$, with $C=e^2/(4\pi\varepsilon)$, has its maximum $-2\sqrt{CeF}$ at $r=\sqrt{C/(eF)}$. This barrier top falls to $-E_d$ when $eF=E_d^2/(4C)$, or $F\approx0.028$ MV/cm. Blocking fields in such devices are of order MV/cm, so the equilibrium result applies to neutral regions and not to the depleted layer. The numerical output lists the values used here.

## Calculated quantities

```
mass 0.28 m_e, relative permittivity 10.0
donor depth 40.0 meV
N_D 3.00e+16 cm^-3, N_A 1.00e+16 cm^-3
9 donors: arrangements with 5, 6, 7 electrons: 4032 5376 4608
Full solution at N_A = N_D/3:
T (K) | kT (meV) | N_c (cm^-3) | n (cm^-3) | mu-E_D (meV)
30 | 2.585 | 1.176e+17 | 2.242e+10 | -8.693e-06
40 | 3.447 | 1.810e+17 | 1.651e+12 | -8.538e-04
50 | 4.309 | 2.530e+17 | 2.343e+13 | -1.513e-02
60 | 5.170 | 3.325e+17 | 1.421e+14 | -1.099e-01
77 | 6.635 | 4.835e+17 | 1.005e+15 | -9.772e-01
300 | 25.852 | 3.718e+18 | 1.865e+16 | -9.685e+01
50 K: n0 2.351e+13 cm^-3, n0/N_A 2.351e-03
50 K: first-order offset -1.519e-02 meV
Other compensations, mu-E_D (meV) at 30 K: full, law
K = 0.1: 3.888, 3.888
K = 0.5: -1.792, -1.792
K = 0.9: -7.472, -7.472
no acceptors, 20 K: mu -21.25 meV from band edge
offset is 1% of kT at 55.4 K
  same for depth 30 meV: 43.4 K
  same for depth 50 meV: 66.9 K
  same for mass +10%: 54.6 K
Neglected effects:
disorder scale sigma 4.47 meV
  disorder shift of mu at 10 K: +1.441 meV
  disorder shift of mu at 30 K: +0.915 meV
  disorder shift of mu at 50 K: +0.652 meV
  zero-temperature disorder shift +1.927 meV
excited n=2 donor states, 50 K: -1.63e-02 meV
second bound electron, 50 K: -1.33e-03 meV
band degeneracy, shift from closed formula at 300 K: +0.043 meV
hydrogenic depth 38.1 meV, radius 1.89 nm
Mott density estimate 2.31e+18 cm^-3
neutral acceptor fraction, 300 K, level 0.8 eV deep: 2.9e-11
Poole-Frenkel field removing the barrier 0.0278 MV/cm
300 K: mu -136.8 meV from band edge, ionised donors 95.5 %
```
